# Schottky barrier width when the permittivity of strontium titanate falls with field: test program

```python
"""Depletion profile of a Schottky contact with field-dependent permittivity.

Result under test (atomic units): for F = (D/k0)(1 + D^2/D0^2), D0 = k0*F1,
  w = w0*sqrt(2/(1+sqrt(1+2*q0))),  w0 = sqrt(k0*V/(2*pi*N)),
  q0 = (4*pi*N*w0/D0)^2,  q = sqrt(1+2*q0)-1,
  U(x) = V*(t^2 + q*t^4/2)/(1+q/2),  t = 1-x/w.
F: field magnitude (force on an electron), D: displacement magnitude,
k0: zero-field relative permittivity, F1: nonlinearity field, N: donor density,
V: band bending, U: electron potential energy above the bulk band edge.
The reference side integrates Poisson's equation outward from the bulk.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, simpson
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
FIELD = HARTREE / BOHR            # one atomic unit of field in eV/angstrom
PI4 = 4 * np.pi

k0 = 300.0
V = 1.0 / HARTREE
N = 1.0e-4 * BOHR**3
F1 = 0.01 / FIELD
F0 = F1 / np.sqrt(6)              # second law with the same cubic coefficient


def field_of_D(D, scale=F1):
    return D / k0 * (1 + (D / (k0 * scale))**2)


def landau_kd(scale):
    """Differential permittivity by numerical inversion of the field law."""
    def D_of_F(F):
        bound = 1.01 * k0 * abs(F) + 1e-12
        return brentq(lambda D: field_of_D(D, scale) - F, -bound, bound,
                      xtol=1e-17, rtol=1e-15)

    def kd(F):
        h = 1e-4 * (scale + abs(F))
        return (D_of_F(F + h) - D_of_F(F - h)) / (2 * h)
    return kd


def root_kd(F):
    return k0 / np.sqrt(1 + (F / F0)**2)


def constant_width(U, density=N):
    return np.sqrt(k0 * U / (2 * np.pi * density))


def strength(U, density=N, scale=F1):
    return (PI4 * density * constant_width(U, density) / (k0 * scale))**2


def width(U, density=N, scale=F1):
    q0 = strength(U, density, scale)
    return constant_width(U, density) * np.sqrt(2 / (1 + np.sqrt(1 + 2*q0)))


def cosh_width(U):
    return k0 * F0 / (PI4 * N) * np.arccosh(1 + PI4 * N * U / (k0 * F0**2))


def trajectory(kd, density=N, fermi=None):
    """Integrate (U, F) from the bulk toward the metal, past U = V."""
    start = [0.0, 0.0]
    if fermi is not None:
        screening = np.sqrt(k0 * 2 * fermi / 3 / (PI4 * density))
        start = [1e-4 * fermi, 1e-4 * fermi / screening]

    def rhs(s, y):
        charge = 1.0
        if fermi is not None:
            charge -= max(0.0, 1 - y[0] / fermi)**1.5
        return [y[1], PI4 * density * charge / kd(y[1])]

    def reached(s, y):
        return y[0] - 1.1 * V
    reached.terminal = True
    w0 = constant_width(V, density)
    out = solve_ivp(rhs, (0, 10 * w0), start, method="DOP853", rtol=1e-9,
                    atol=1e-14, max_step=w0 / 40, events=reached,
                    dense_output=True)
    assert out.status == 1
    return out


def place(path, U):
    """Distance from the start of the path at which the energy is U."""
    return brentq(lambda s: path.sol(s)[0] - U, 0, path.t[-1], xtol=1e-11)


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b, tol)


# Width, energy relation and profile
path = trajectory(landau_kd(F1))
w_num = place(path, V)
w, w0, q0 = width(V), constant_width(V), strength(V)
q = np.sqrt(1 + 2 * q0) - 1
close(w, w_num, 1e-6)
energy_density = quad(field_of_D, 0, PI4 * N * w_num)[0] / PI4
close(energy_density, N * V, 1e-6)


def profile(x):
    t = np.maximum(0, 1 - x / w)
    return V * (t**2 + q * t**4 / 2) / (1 + q / 2)


def constant_profile(x):
    return V * np.maximum(0, 1 - x / w0)**2


for x in np.linspace(0, 0.95 * w, 12):
    assert abs(profile(x) - path.sol(w_num - x)[0]) < 1e-6 * V

# Second permittivity law, and narrowing at every sampled energy for both laws
path2 = trajectory(root_kd)
w2_num = place(path2, V)
close(cosh_width(V), w2_num, 1e-6)
for s in np.linspace(0.1, 1, 8) * w2_num:
    U_cosh = k0 * F0**2 / (PI4 * N) * (np.cosh(PI4 * N * s / (k0 * F0)) - 1)
    close(U_cosh, path2.sol(s)[0], 1e-6)
for fraction in (0.02, 0.1, 0.3, 0.5, 0.7, 0.9, 0.98):
    E = fraction * V
    thick0 = w0 - constant_width(E)
    thick = w_num - place(path, E)
    thick2 = w2_num - place(path2, E)
    close(width(V) - width(E), thick, 1e-5)
    assert thick < thick0 and thick2 < thick0

# A constant permittivity refitted to the width has the wrong shape
k_fit = 2 * np.pi * N * w_num**2 / V
close(k0 / (1 + q / 2), k_fit, 1e-5)
for t in (0.1, 0.3, 0.5, 0.7, 0.9):
    assert path.sol(t * w_num)[0] < V * t**2

# Surface field, capacitance and Mott-Schottky slope
Fs = field_of_D(PI4 * N * w)
close(Fs, path.sol(w_num)[1], 1e-6)
h = 0.01 * V
s_up, s_down = place(path, V + h), place(path, V - h)
C_num = N * (s_up - s_down) / (2 * h)
C = N / Fs
close(C, C_num, 1e-4)
k_secant = k0 / (1 + q)
k_diff = k0 / (1 + 3 * q)
slope_num = (path.sol(s_up)[1]**2 - path.sol(s_down)[1]**2) / (2 * h * N**2)
close(8 * np.pi / (N * k_diff), slope_num, 1e-4)
close(k_diff, landau_kd(F1)(Fs), 1e-6)
C0 = k0 / (PI4 * w0)

# Tunnelling exponent at the bulk band edge, carrier mass 1
c = q / 2
S = 2 * w * np.sqrt(2 * V / (1 + c)) * ((1 + c)**1.5 - 1) / (3 * c)
S0 = w0 * np.sqrt(2 * V)
grid = np.linspace(0, w_num, 2001)
close(S, simpson(2 * np.sqrt(2 * np.maximum(path.sol(grid)[0], 0)), x=grid),
      1e-5)
S0_num = quad(lambda x: 2 * np.sqrt(2 * constant_profile(x)), 0, w0)[0]
close(S0, S0_num, 1e-8)

# Power laws in the strongly nonlinear limit, and return to the parabola
strong = 0.01 * F1
path_a = trajectory(landau_kd(strong))
path_b = trajectory(landau_kd(strong), density=2 * N)
power_V = np.log2(place(path_a, V) / place(path_a, V / 2))
power_N = np.log2(place(path_b, V) / place(path_a, V))
assert abs(power_V - 0.25) < 0.005 and abs(power_N + 0.75) < 0.005
close(place(trajectory(landau_kd(100 * F1)), V), w0, 1e-4)

# Electron tail: zero-temperature gas of mass 1 instead of an abrupt edge
fermi = (3 * np.pi**2 * N)**(2 / 3) / 2
delta = quad(lambda U: (1 - U / fermi)**1.5, 0, fermi)[0]
close(delta, 0.4 * fermi, 1e-7)
path_tail = trajectory(landau_kd(F1), fermi=fermi)
half_tail = place(path_tail, V) - place(path_tail, V / 2)
close(width(V - delta) - width(V / 2 - delta), half_tail, 1e-5)

half = w - width(V / 2)
half0 = w0 - constant_width(V / 2)
half_fit = w * (1 - np.sqrt(0.5))
half2 = cosh_width(V) - cosh_width(V / 2)

print(f"zero-field relative permittivity: {k0:.0f}")
print(f"band bending V: {V*HARTREE:.3f} eV")
print(f"donor density N: {N/BOHR**3:.1e} angstrom^-3")
print(f"nonlinearity field F1: {F1*FIELD:.4f} eV/angstrom")
print(f"second-law field F0: {F0*FIELD:.6f} eV/angstrom")
print(f"nonlinearity q0: {q0:.4f} (dimensionless)")
print(f"surface value q: {q:.4f} (dimensionless)")
print(f"constant-permittivity width w0: {w0*BOHR:.2f} angstrom")
print(f"nonlinear width w: {w*BOHR:.2f} angstrom")
print(f"width w from integration: {w_num*BOHR:.2f} angstrom")
print(f"w0 converted: {w0:.2f} bohr; w converted: {w:.2f} bohr")
print(f"width ratio w/w0: {w/w0:.4f}")
print(f"half-height thickness, constant: {half0*BOHR:.2f} angstrom")
print(f"half-height thickness, nonlinear: {half*BOHR:.2f} angstrom")
print(f"half-height thickness ratio: {half/half0:.4f}")
print(f"refitted constant permittivity: {k_fit:.2f}")
print(f"half-height thickness, refitted: {half_fit*BOHR:.2f} angstrom")
print(f"surface field, constant: {2*V/w0*FIELD:.5f} eV/angstrom")
print(f"surface field, nonlinear: {Fs*FIELD:.5f} eV/angstrom")
print(f"secant permittivity at interface: {k_secant:.2f}")
print(f"differential permittivity at interface: {k_diff:.2f}")
for x in (0, 25, 50, 75, 100, 125, 150, 175):
    print(f"x = {x} angstrom: U nonlinear {profile(x/BOHR)*HARTREE:.4f} eV,"
          f" constant {constant_profile(x/BOHR)*HARTREE:.4f} eV")
unit_C = 1 / (HARTREE * BOHR**2)
print(f"capacitance/area, constant: {C0*unit_C:.5f} e^2/(eV angstrom^2)")
print(f"capacitance/area, nonlinear: {C*unit_C:.5f} e^2/(eV angstrom^2)")
print(f"tunnelling exponent, constant: {S0:.2f} (dimensionless)")
print(f"tunnelling exponent, nonlinear: {S:.2f} (dimensionless)")
print(f"second-law width: {cosh_width(V)*BOHR:.2f} angstrom")
print(f"second-law half-height thickness: {half2*BOHR:.2f} angstrom")
print(f"Fermi energy of the bulk gas: {fermi*HARTREE:.4f} eV")
print(f"tail energy shift delta: {delta*HARTREE:.4f} eV")
print(f"half-height thickness with tail: {half_tail*BOHR:.2f} angstrom")
print(f"strong-limit power of V: {power_V:.4f}; of N: {power_N:.4f}")
for density_A in (1e-5, 1e-4, 3e-4):
    n = density_A * BOHR**3
    numeric = place(trajectory(landau_kd(F1), density=n), V)
    close(width(V, n), numeric, 1e-6)
    a, b = constant_width(V, n), width(V, n)
    print(f"N = {density_A:.0e} angstrom^-3: w0 {a*BOHR:.2f} angstrom,"
          f" w {b*BOHR:.2f} angstrom, ratio {b/a:.4f}")
print("all assertions hold")
```

Running it gives:

```
zero-field relative permittivity: 300
band bending V: 1.000 eV
donor density N: 1.0e-04 angstrom^-3
nonlinearity field F1: 0.0100 eV/angstrom
second-law field F0: 0.004082 eV/angstrom
nonlinearity q0: 1.2063 (dimensionless)
surface value q: 0.8473 (dimensionless)
constant-permittivity width w0: 182.09 angstrom
nonlinear width w: 152.61 angstrom
width w from integration: 152.61 angstrom
w0 converted: 344.11 bohr; w converted: 288.40 bohr
width ratio w/w0: 0.8381
half-height thickness, constant: 53.33 angstrom
half-height thickness, nonlinear: 37.11 angstrom
half-height thickness ratio: 0.6958
refitted constant permittivity: 210.72
half-height thickness, refitted: 44.70 angstrom
surface field, constant: 0.01098 eV/angstrom
surface field, nonlinear: 0.01701 eV/angstrom
secant permittivity at interface: 162.40
differential permittivity at interface: 84.70
x = 0 angstrom: U nonlinear 1.0000 eV, constant 1.0000 eV
x = 25 angstrom: U nonlinear 0.6366 eV, constant 0.7443 eV
x = 50 angstrom: U nonlinear 0.3784 eV, constant 0.5262 eV
x = 75 angstrom: U nonlinear 0.2016 eV, constant 0.3459 eV
x = 100 angstrom: U nonlinear 0.0877 eV, constant 0.2032 eV
x = 125 angstrom: U nonlinear 0.0233 eV, constant 0.0983 eV
x = 150 angstrom: U nonlinear 0.0002 eV, constant 0.0311 eV
x = 175 angstrom: U nonlinear 0.0000 eV, constant 0.0015 eV
capacitance/area, constant: 0.00910 e^2/(eV angstrom^2)
capacitance/area, nonlinear: 0.00588 e^2/(eV angstrom^2)
tunnelling exponent, constant: 93.29 (dimensionless)
tunnelling exponent, nonlinear: 72.04 (dimensionless)
second-law width: 149.68 angstrom
second-law half-height thickness: 35.10 angstrom
Fermi energy of the bulk gas: 0.0786 eV
tail energy shift delta: 0.0314 eV
half-height thickness with tail: 38.34 angstrom
strong-limit power of V: 0.2519; of N: -0.7486
N = 1e-05 angstrom^-3: w0 575.83 angstrom, w 560.07 angstrom, ratio 0.9726
N = 1e-04 angstrom^-3: w0 182.09 angstrom, w 152.61 angstrom, ratio 0.8381
N = 3e-04 angstrom^-3: w0 105.13 angstrom, w 75.58 angstrom, ratio 0.7189
all assertions hold
```
